# Gumbel breakdown fields from Weibull lifetimes under a linear field ramp

**Q:** Capacitors held at a constant field \(E\) are said to fail at Weibull-distributed times, with a time scale that falls exponentially with field. You want to deduce the distribution of breakdown fields when the field is ramped. How can constant-field data say anything about a field that changes?

**A:** Alone, they cannot. Let the fraction surviving a time \(t\) at constant field be

\[
S(t|E)=\exp\left[-\left(\frac{t}{\tau(E)}\right)^{\beta}\right],\qquad \tau(E)=\tau_0e^{-\gamma E},
\]

with \(\beta,\gamma,\tau_0>0\) independent of field. A second assumption says what a specimen remembers when the field changes. I take the cumulative-exposure rule: the specimen keeps its cumulative hazard \(H=-\ln S\), and then ages as a specimen that had reached the same \(H\) at the new field.

Suppose the field is constant in short steps, with lifetime scale \(\tau_k\) in step \(k\). A specimen of equivalent age \(a\) has \(H=(a/\tau_k)^\beta\), so \(a/\tau_k=H^{1/\beta}\). Since \(H\) does not jump when the field changes, neither does this ratio. During the step \(a\) grows by \(\Delta t_k\), and the ratio grows by \(\Delta t_k/\tau_k\). Starting from an unaged specimen and letting the steps shrink,

\[
H^{1/\beta}=D(t)=\int_0^t\frac{dt'}{\tau(E(t'))},\qquad S=e^{-D^\beta}.
\]

The dimensionless damage \(D\) adds up linearly, although the hazard does not unless \(\beta=1\).

**Q:** Then put in the ramp.

**A:** Let \(E=Rt\), starting from zero field. With \(dt=dE'/R\),

\[
D=\frac{1}{R\tau_0}\int_0^E e^{\gamma E'}dE'=\frac{e^{\gamma E}-1}{\gamma R\tau_0}.
\]

Defining \(\Lambda=\gamma R\tau_0\), the fraction that survives up to field \(E\ge0\) is

\[
S(E)=\exp\left[-\left(\frac{e^{\gamma E}-1}{\Lambda}\right)^{\beta}\right].
\]

Within the two assumptions nothing has been approximated.

**Q:** That is not a Weibull law in \(E\). Without the \(-1\) it would be a simple double exponential, but the \(-1\) spoils that.

**A:** It does, until \(\Lambda\) is large. Define

\[
E_*=\frac{\ln\Lambda}{\gamma},\qquad b=\frac{1}{\beta\gamma},\qquad y=\frac{E-E_*}{b}.
\]

Then \(\gamma E=\ln\Lambda+y/\beta\), so \(e^{\gamma E}=\Lambda e^{y/\beta}\) and

\[
S=\exp\left[-\left(e^{y/\beta}-\frac1\Lambda\right)^{\beta}\right]\quad\text{for } e^{y/\beta}\ge\frac1\Lambda .
\]

Hold \(y\) and \(\beta\) fixed and let \(\Lambda\to\infty\). The condition is eventually met, the term \(1/\Lambda\) vanishes, and

\[
S\to\exp(-e^{y})=\exp\left[-e^{(E-E_*)/b}\right].
\]

This is the smallest-extreme-value, or Gumbel, law for minima, with location \(E_*\) and scale \(b\). At \(E_*\) the limiting survival is \(e^{-1}\).

The origin of the form is simple. The damage at breakdown is itself a Weibull variable, since \(P(D>d)=e^{-d^\beta}\). Under strong acceleration the field is a constant plus \(\ln D/\gamma\), and the logarithm of a Weibull variable is a Gumbel variable for minima.

**Q:** Why call \(\Lambda\) an acceleration? It looks like a combination of ramp rate and lifetime.

**A:** By the definition of \(E_*\), \(\Lambda=e^{\gamma E_*}=\tau_0/\tau(E_*)\). It is the factor by which the lifetime scale falls between the start of the ramp and the characteristic breakdown field. If the ramp starts at \(E_0\) instead of zero, the lower limit of the integral gives

\[
D=\frac{e^{\gamma E}-e^{\gamma E_0}}{\Lambda},
\]

and the neglected term is \(e^{\gamma E_0}/\Lambda=e^{-\gamma(E_*-E_0)}\). What must be large is then the acceleration gained during the ramp itself. I keep \(E_0=0\) below.

**Q:** A limit at fixed \(y\) does not tell me how large is large enough.

**A:** Compare the distribution functions. Put \(u=e^{\gamma E}/\Lambda\), \(\epsilon=1/\Lambda\) and \(G(u)=1-e^{-u^\beta}\). The Gumbel probability of breakdown below \(E\) is \(G(u)\). The ramp probability is \(G(u-\epsilon)\) for \(u\ge\epsilon\), and zero for \(u<\epsilon\), which means negative field.

Take \(\beta>1\) first. The difference \(G(u)-G(u-\epsilon)\) is the integral of the density \(g(u)=\beta u^{\beta-1}e^{-u^\beta}\) over an interval of length \(\epsilon\), so it is at most \(\epsilon\) times the maximum of \(g\). For \(u<\epsilon\) the interval is shorter and the same bound holds. At the maximum,

\[
\frac{d\ln g}{du}=\frac{\beta-1}{u}-\beta u^{\beta-1}=0
\quad\Rightarrow\quad u^\beta=\frac{\beta-1}{\beta}\equiv q .
\]

Since \(u^{\beta-1}=q^{(\beta-1)/\beta}=q^q\), the largest difference obeys

\[
\sup_E|F-F_{\rm G}|\le\frac{\beta q^qe^{-q}}{\Lambda}.
\]

For \(\beta=1\) the density is at most 1 and the bound is \(1/\Lambda\). For large \(\beta\) the bound approaches \(\beta/(e\Lambda)\), so \(\Lambda\) must then be large compared with \(\beta\); at \(\beta=30\) and \(\Lambda=100\) the largest difference is still 0.11.

**Q:** For \(\beta<1\) that density diverges at \(u=0\), so your bound is useless there.

**A:** That case needs another argument. For \(0<\beta\le1\) and a fraction \(p\) between 0 and 1, \(p^\beta+(1-p)^\beta\ge p+(1-p)=1\). With \(p=\epsilon/u\) this gives \(u^\beta-(u-\epsilon)^\beta\le\epsilon^\beta\) for \(u\ge\epsilon\). Therefore

\[
F_{\rm G}-F=e^{-(u-\epsilon)^\beta}\left[1-e^{-u^\beta+(u-\epsilon)^\beta}\right]\le1-e^{-\epsilon^\beta}.
\]

At \(u=\epsilon\), that is at \(E=0\), equality holds. For \(u<\epsilon\) the difference is \(G(u)\), which is smaller. The largest difference is thus \(1-\exp(-\Lambda^{-\beta})\), the probability that the Gumbel law wrongly assigns to negative fields. The condition is now \(\Lambda^\beta\gg1\), which is harder to meet than \(\Lambda\gg1\).

Integrating the damage by the trapezoidal rule and searching a fine grid of fields gives these largest differences in probability:

| \(\Lambda\) | \(\beta=3\) | \(\beta=0.7\) |
|---:|---:|---:|
| 10 | 0.117 | 0.181 |
| 100 | 0.0118 | 0.039 |
| 1000 | 0.0012 | 0.0079 |

**Q:** Those are absolute errors. I care about the weakest parts, where the failure probability itself is tiny.

**A:** Then compare the cumulative hazards, which equal the failure probabilities to leading order when both are small:

\[
\frac{H}{H_{\rm G}}=\frac{[(e^{\gamma E}-1)/\Lambda]^\beta}{[e^{\gamma E}/\Lambda]^\beta}=(1-e^{-\gamma E})^\beta .
\]

This ratio does not contain \(\Lambda\). At \(\gamma E=1\) and \(\beta=3\) it is 0.253, so the Gumbel law overstates the hazard there about fourfold, however large \(\Lambda\) is. When \(e^{\gamma E}\) is large, the relative error is about \(\beta e^{-\gamma E}\). The early tail is therefore accurate where \(e^{\gamma E}\) is large compared with both 1 and \(\beta\) at the field of that tail, not merely at \(E_*\).

**Q:** Convergence of a distribution does not guarantee convergence of its mean or its width. May I use the Gumbel moments?

**A:** Yes, and the error in the mean can be bounded. Let \(W=D^\beta\) at breakdown, so that \(P(W>w)=e^{-w}\). Solving \((e^{\gamma E}-1)/\Lambda=W^{1/\beta}\) for the breakdown field gives

\[
E=\frac1\gamma\ln\left(1+\Lambda W^{1/\beta}\right)
=E_*+b\ln W+\Delta,\qquad
\Delta=\frac1\gamma\ln\left(1+\frac{W^{-1/\beta}}{\Lambda}\right).
\]

The first two terms are the Gumbel variable, and \(\Delta>0\) is the error. For \(x>0\) and \(0<s\le1\), the inequality used above gives \((1+x)^s\le1+x^s\), so \(s\ln(1+x)\le\ln(1+x^s)\le x^s\). Also \(\langle W^{-s/\beta}\rangle=\int_0^\infty w^{-s/\beta}e^{-w}dw=\Gamma(1-s/\beta)\), which is finite if \(s<\beta\). Hence

\[
0<\langle\Delta\rangle\le\frac{\Lambda^{-s}}{s\gamma}\,\Gamma\left(1-\frac s\beta\right)\to0 .
\]

Squaring the inequality and choosing \(s<\beta/2\) shows in the same way that \(\langle\Delta^2\rangle\to0\), so the standard deviation converges too.

For the Gumbel part, \(\langle W^p\rangle=\Gamma(1+p)\), so \(\ln\Gamma(1+p)\) generates the cumulants of \(\ln W\). Its first two derivatives at \(p=0\) are \(-C\) and \(\pi^2/6\), where \(C\) is Euler's constant. The limiting mean and standard deviation are

\[
\langle E\rangle=E_*-Cb,\qquad \sigma=\frac{\pi b}{\sqrt6}.
\]

At \(\Lambda=50\), numerical integration of the survival curve gives \(\gamma\langle\Delta\rangle=0.0266\) for \(\beta=3\), against a bound of 0.0271 with \(s=1\). For \(\beta=0.7\) it gives 0.185, against a much looser bound of 1.29 with \(s=0.35\).

**Q:** What if the acceleration is weak? Perhaps the Gumbel form appears anyway.

**A:** Not as a limit. Write \(E=R\tau_0x\), so that \(\gamma E=\Lambda x\). As \(\Lambda\to0\) at fixed \(x\),

\[
\frac{e^{\Lambda x}-1}{\Lambda}\to x,\qquad S\to\exp\left[-\left(\frac{E}{R\tau_0}\right)^\beta\right].
\]

The field then hardly changes the rate of ageing, and the ramp acts only as a clock: a Weibull time becomes a Weibull field. For \(\Lambda=10^{-3}\) and \(\beta=3\), the largest difference in probability from this Weibull law is \(5.8\times10^{-4}\). From the Gumbel law with parameters \(E_*\) and \(b\) it is 1.000 to the digits shown, because that law puts almost all its probability at negative fields. A Gumbel law with freely fitted location and scale does much better: it comes within 0.045 for \(\beta=3\) and 0.013 for \(\beta=10\), since a narrow Weibull law resembles a Gumbel law. A Gumbel-looking fit is therefore not evidence of strong acceleration.

**Q:** Give me numbers for a device.

**A:** Take a thin gate-oxide capacitor with \(\gamma=4\) cm/MV, \(\beta=3\), \(\tau_0=3\times10^{18}\) s and \(R=1\) MV/cm/s. Here \(E\) is the field in the oxide. Then

\[
\Lambda=4\times1\times3\times10^{18}=1.2\times10^{19},\qquad
E_*=\frac{43.93}{4}=10.98\ \text{MV/cm},
\]

and \(b=1/(3\times4)=0.083\) MV/cm. The median follows from \(e^y=\ln2\), so it is \(E_*+b\ln(\ln2)=10.95\) MV/cm. The mean is 10.93 MV/cm and the standard deviation 0.107 MV/cm.

The bound on the error in probability is \(9.8\times10^{-20}\). The tail condition is harmless as well. The hazard ratio reaches 0.99 at 1.43 MV/cm, where the Gumbel failure fraction is about \(10^{-50}\). Within this model, no practical sample could show the departure from the Gumbel law.

**Q:** Can I work backwards, from ramp data to a lifetime?

**A:** Yes, if the model holds. Since \(E_*=\ln(\gamma R\tau_0)/\gamma\), a tenfold faster ramp raises the location and the median by \(\ln10/\gamma=0.576\) MV/cm, with the material parameters held fixed. This shift gives \(\gamma\), and the width then gives \(\beta=\pi/(\sqrt6\,\gamma\sigma)\). The lifetime scale at the characteristic field is

\[
\tau(E_*)=\frac{\tau_0}{\Lambda}=\frac1{\gamma R}=0.25\ \text{s},
\]

which is the time the ramp takes to speed up ageing by a factor \(e\). At another field,

\[
\tau(E)=\frac{e^{\gamma(E_*-E)}}{\gamma R}.
\]

At 5 MV/cm this is \(0.25\,e^{4(10.983-5)}\) s \(=6.2\times10^9\) s, or about 196 years. By then a fraction \(1-e^{-1}\) of the specimens has failed, so it is not the time to first failure.

**Q:** You assumed the exposure rule. Would a wrong rule show up as a distribution that is not Gumbel?

**A:** Not clearly. Suppose the hazard rate depended on clock time \(t\) and the present field, \(h=(\beta/\tau)(t/\tau)^{\beta-1}\), with no conversion of age. Then

\[
H_c=\frac{\beta}{\tau_0^\beta}\int_0^t t'^{\,\beta-1}e^{\beta\gamma Rt'}dt'
\simeq\frac{t^{\beta-1}e^{\beta\gamma Rt}}{\gamma R\tau_0^\beta}.
\]

The last form is the leading term of an integration by parts; the next is smaller by \((\beta-1)/(\beta\gamma E)\). Since \(H_{\rm G}=e^{\beta\gamma E}/(\gamma R\tau_0)^\beta\), we have \(H_c/H_{\rm G}\simeq(\gamma E)^{\beta-1}\). Setting both hazards to \(\ln2\), each at its own median, gives

\[
E_c-E_m\simeq-\frac{(\beta-1)\ln(\gamma E_c)}{\beta\gamma}.
\]

The estimate is \(-0.620\) MV/cm in the example, and numerical integration gives \(-0.619\) MV/cm. That is more than seven times \(b\). Yet the slope \(d\ln H_c/dE\simeq\beta\gamma+(\beta-1)/E\) differs from the Gumbel value \(\beta\gamma\) by under 2 per cent near the median. The shape stays nearly Gumbel while its location moves. For \(\beta=1\) the two rules agree.

**Q:** And if the lifetime is not exponential in field?

**A:** Compare it with a reciprocal-field law that has the same value and slope at \(E_*\):

\[
\tau_r(E)=\tau(E_*)\exp\left[K\left(\frac1E-\frac1{E_*}\right)\right].
\]

Equal slopes of \(\ln\tau\) require \(K/E_*^2=\gamma\), so \(K=\gamma E_*^2\). Numerical integration of the damage moves the ramp median by only 0.012 MV/cm. At a lower field, however,

\[
\ln\frac{\tau_r}{\tau}=\gamma E_*\frac{E_*-E}{E}-\gamma(E_*-E)=\frac{\gamma(E_*-E)^2}{E}.
\]

At 5 MV/cm this makes the lifetime longer by 12.4 decades. The ramp samples the lifetime law near breakdown. Under the reciprocal law the distribution stays within 0.002 of a fitted Gumbel law, and a tenfold faster ramp shifts the median by 0.578 MV/cm instead of 0.576, so the two-rate recipe above returns \(\gamma\approx3.99\) cm/MV and still misses the lifetime at 5 MV/cm by 12.4 decades. A power law \(\tau\propto E^{-n}\) matched in the same way, with \(n=\gamma E_*\approx44\), moves the median by 0.006 MV/cm and lengthens that lifetime by 4.6 decades. A good Gumbel fit, even at two ramp rates a decade apart, therefore does not justify the exponential extrapolation to 5 MV/cm.

**Q:** How close is your capacitor to a real one?

**A:** The parameters are round values chosen for illustration, not fitted to a measured film. They give a breakdown field of order 10 MV/cm, which is the right order of magnitude for thin silicon dioxide, but a real film may differ by a few MV/cm. The value of \(\tau_0\) is an extrapolation to zero field, not a lifetime anyone could observe. For a 5 nm film, the oxide field itself must be found with care: ignoring a 1 V flat-band offset misplaces it by 2 MV/cm. A sheet of \(10^{12}\) trapped electrons per cm² at mid-film, at fixed voltage and relative permittivity 3.9, changes the field at each electrode by \(eN/(2\varepsilon)\) in SI form, or 0.23 MV/cm. A thickness spread of 1 per cent adds a field spread of 0.11 MV/cm; if independent, it raises the total standard deviation to 0.15 MV/cm, and reading all of that as wear-out would give \(\beta\approx2.1\) instead of 3. If \(\tau\) also carries a factor \(\exp(E_a/k_BT)\), with a rough \(E_a=0.6\) eV and \(\gamma\) held fixed, a test at 310 K instead of 300 K lowers \(E_*\) by 0.19 MV/cm. Use at 400 K divides the lifetime by roughly 300, which turns 196 years into less than one year. These two figures assume the same \(E_a\) at both fields. In the thermochemical picture of the exponential law, \(\gamma\propto1/T\) and the effective \(E_a\) falls by \(\gamma k_BT\,\Delta E\approx0.62\) eV between 5 MV/cm and \(E_*\). If \(E_a=0.6\) eV holds at 5 MV/cm, \(E_*\) then hardly moves at 310 K; if it holds at \(E_*\), use at 400 K divides the lifetime by about \(10^5\). These shifts exceed the error of the Gumbel limit by many orders of magnitude, so in such a device the physical assumptions need the scrutiny, not the limit.

Numbers in the example were calculated in double precision.
